# In-plane and through-plane heat conduction in a four-plane circuit board

## Problem

A circuit board is \(t=1.6\) mm thick. It contains \(N=4\) flat, unbroken copper planes, each \(t_c=35\) µm thick and parallel to the faces; the rest is laminate. Take \(k_c=400\) W/(m K) for copper, a rough room-temperature value, and \(k_l=0.3\) W/(m K) for the laminate. Conduction is steady, both materials are isotropic, and contact between layers is perfect.

(a) Find the conductivities \(k_{\rm in}\), along the planes, and \(k_{\rm thr}\), across them, of a uniform block that could replace the board.

(b) Find the temperature drop when 1 W flows along a strip 100 mm long and 50 mm wide, and when 1 W crosses a 10 mm × 10 mm square from face to face.

(c) A component heats one face over a limited region. How wide must the region be before the uniform block is a fair substitute?

(d) How much do the answers change if the planes are slotted, or if plated holes (vias) pass through the board?

Each effective conductivity is defined by a measurement on the whole board. Two opposite sides are held at uniform temperatures differing by \(\Delta T\), the other sides are insulated, and the total heat flow \(Q\) is recorded. With \(\ell\) the distance between the isothermal sides and \(A\) the full cross-section, copper and laminate together,
\[
k_{\rm eff}=\frac{Q\,\ell}{A\,\Delta T}.
\]

## First estimate by scaling

The total copper thickness is \(4\times0.035=0.140\) mm, so the copper fraction is
\[
f=\frac{Nt_c}{t}=\frac{0.140}{1.6}=0.0875 .
\]

Copper conducts more than a thousand times better than laminate. Along the board, heat can stay in the copper, which fills the fraction \(f\) of the cross-section. Hence \(k_{\rm in}\sim fk_c=35\) W/(m K). Across the board, all heat must pass through laminate, which fills most of the thickness. Hence \(k_{\rm thr}\sim k_l=0.3\) W/(m K).

For (c), compare two resistances, per unit depth, for a heated region of width \(w\). Crossing the thickness costs about \(t/(k_{\rm thr}w)\); travelling sideways by \(w\) costs about \(w/(k_{\rm in}t)\). They are equal when
\[
w\sim t\sqrt{\frac{k_{\rm in}}{k_{\rm thr}}}\sim1.6\ \text{mm}\times\sqrt{\frac{35}{0.3}}\approx17\ \text{mm}.
\]
Suppose the far face is insulated, so that the heat must leave sideways. In much wider regions sideways travel is then the bottleneck, and the temperature varies little through the thickness compared with its variation along the board. (If the far face were cooled instead, heat from a wide region would mostly go straight through.)

For (d), let a slot 0.5 mm wide cut all planes every 20 mm. For unit cross-section, the slot adds a resistance proportional to \(0.5/0.3\approx1.7\), while the remaining 19.5 mm contributes \(19.5/35\approx0.56\). The slot dominates, and \(k_{\rm in}\) falls to about \(20/(1.7+0.56)\approx9\) W/(m K). For vias, the copper in the hole walls conducts in parallel with the board. If it fills 2.16 % of the area, it adds about \(0.0216\times400\approx8.6\) W/(m K) to \(k_{\rm thr}\), which is far more than the original value.

## Exact solution for unbroken planes

### Heat flow along the planes

Let \(x\) run along the board and \(z\) through it. Hold the edges \(x=0\) and \(x=\ell\) at \(T_h\) and \(T_h-\Delta T\), and insulate the faces. Try
\[
T(x,z)=T_h-\frac{\Delta T}{\ell}\,x .
\]
This has zero second derivatives, so it satisfies the heat equation within each layer. It is continuous across every interface. Its flux in the \(z\) direction is zero, so the normal flux is continuous at interfaces and vanishes at the faces. Every condition is met.

No other solution exists. The difference \(D\) of two solutions would vanish on the isothermal edges and carry no flux through the insulated sides. Multiplying \(\nabla\cdot(k\nabla D)=0\) by \(D\) and integrating by parts then gives \(\int k|\nabla D|^2\,dV=0\), so \(D\) is constant and therefore zero.

For a board of width \(b\), the gradient is the same in all layers and the heat flows add:
\[
Q=\frac{\Delta T}{\ell}\,b\left[k_cNt_c+k_l(t-Nt_c)\right].
\]
Dividing by \(bt\,\Delta T/\ell\) gives
\[
k_{\rm in}=fk_c+(1-f)k_l .
\]
The numbers are
\[
k_{\rm in}=35.000+0.274\approx35.27\ \text{W/(m K)}.
\]
Copper carries \(35.000/35.27\), or 99.2 %, of the heat.

### Heat flow across the planes

Now hold the two faces at different temperatures and insulate the edges. The temperature depends on \(z\) alone, and steady conduction requires the same flux \(j=Q/A\) in every layer. A layer of thickness \(d_i\) and conductivity \(k_i\) has a drop \(jd_i/k_i\). The drops add:
\[
\Delta T=j\left(\frac{Nt_c}{k_c}+\frac{t-Nt_c}{k_l}\right).
\]
By definition \(\Delta T=jt/k_{\rm thr}\). Dividing both expressions by \(jt\) gives
\[
\frac1{k_{\rm thr}}=\frac{f}{k_c}+\frac{1-f}{k_l},
\]
and therefore
\[
k_{\rm thr}=\frac{1}{0.0875/400+0.9125/0.3}\approx0.3287\ \text{W/(m K)}.
\]
Copper accounts for 0.0072 % of the temperature drop. Neglecting that part leaves \(k_{\rm thr}\approx k_l/(1-f)=0.3288\) W/(m K). In this direction the copper acts simply by replacing some of the laminate thickness.

Neither derivation used the depths of the planes. A two-dimensional finite-volume solution, with no temperature profile assumed, gives 35.27 and 0.3287 W/(m K) for two different placements. In the "buried" placement, five equal laminate gaps surround and separate the planes. In the "exposed" placement, two planes lie on the faces and three equal gaps separate the four planes.

### Anisotropy and limits

Multiplying \(k_{\rm in}\) by \(1/k_{\rm thr}\) gives
\[
\frac{k_{\rm in}}{k_{\rm thr}}
=f^2+(1-f)^2+f(1-f)\left(\frac{k_c}{k_l}+\frac{k_l}{k_c}\right).
\]
Since \(f^2+(1-f)^2=1-2f(1-f)\), this becomes
\[
\frac{k_{\rm in}}{k_{\rm thr}}
=1+f(1-f)\frac{(k_c-k_l)^2}{k_ck_l}.
\]
The ratio is 1 for pure laminate, for pure copper, or for equal conductivities, as it must be. Otherwise it exceeds 1. Here it is 107: less than 9 % copper makes the board strongly anisotropic.

### Two temperature drops

For the strip,
\[
\Delta T=\frac{Q\ell}{k_{\rm in}bt}
=\frac{1\times0.100}{35.27\times0.050\times0.0016}\approx35.4\ \text{K}.
\]
For the square,
\[
\Delta T=\frac{Qt}{k_{\rm thr}A}
=\frac{1\times0.0016}{0.3287\times(0.010)^2}\approx48.7\ \text{K}.
\]
The second path is only 1.6 mm long, yet its drop is larger, even though its cross-section is 100 mm² against 80 mm² for the strip. The low through-plane conductivity outweighs the short distance. The 48.7 K applies to a cut-out square with insulated edges. If the same square is part of a 100 mm board, with 1 W entering uniformly on one face and leaving on the other, the planes spread the heat and the mean drop falls to about 30 K (buried planes) or 14 K (exposed planes).

## How wide must the heated region be?

Both definitions impose uniform temperatures on whole sides. A component does not. A simple test pattern is an inward flux \(q\cos px\) on the face \(z=0\), with the face \(z=t\) insulated. Zones of heating and cooling alternate, each of width \(w=\pi/p\). The average heating is zero, so a steady state exists, and temperatures are measured from their mean.

In the uniform anisotropic block,
\[
k_{\rm in}\frac{\partial^2T}{\partial x^2}+k_{\rm thr}\frac{\partial^2T}{\partial z^2}=0 .
\]
Put \(T=\theta(z)\cos px\). The \(x\) derivative gives \(-p^2\), so
\[
\theta''=m^2\theta,\qquad m=p\sqrt{\frac{k_{\rm in}}{k_{\rm thr}}}.
\]
The insulated face requires \(\theta'(t)=0\), which selects \(\theta=C\cosh m(t-z)\). At the heated face, the flux in the positive \(z\) direction is
\[
q=-k_{\rm thr}\theta'(0)=k_{\rm thr}\,mC\sinh mt .
\]
Solving for \(C\), the surface amplitude is
\[
\theta(0)=C\cosh mt=\frac{q}{k_{\rm thr}\,m\tanh mt}.
\]

For wide zones, \(mt\ll1\) and \(\tanh mt\approx mt-(mt)^3/3\). Then \(1/\tanh mt\approx(1/mt)(1+m^2t^2/3)\), and since \(k_{\rm thr}m^2=k_{\rm in}p^2\),
\[
\theta(0)\approx\frac{q}{k_{\rm in}t\,p^2}+\frac{qt}{3k_{\rm thr}} .
\]
The first term is sideways spreading through the full thickness; the second is the smaller cost of distributing heat over the depth. For narrow zones, \(\tanh mt\to1\) and \(\theta(0)\to q/(p\sqrt{k_{\rm in}k_{\rm thr}})\). The thickness drops out because the heat does not reach the far face.

The change of regime occurs near \(mt=1\), or
\[
w=\pi t\sqrt{\frac{k_{\rm in}}{k_{\rm thr}}}\approx52\ \text{mm}.
\]

Whether the block represents the real stack is a separate question, answered by solving the heat equation numerically in the individual layers. Surface amplitudes are in K per kW/m²; percentages are relative to the uniform block.

| Zone width | Block | Buried planes | Exposed planes |
|---|---:|---:|---:|
| 1000 mm | 1797 | 1797 (+0.01 %) | 1797 (−0.01 %) |
| 100 mm | 19.5 | 19.8 (+1.1 %) | 19.3 (−1.1 %) |
| 10 mm | 0.94 | 1.45 (+55 %) | 0.54 (−42 %) |

At 100 mm the block is good to about 1 % for these placements. At 52 mm, where \(mt=1\), the error is about 4 %. For this striped pattern, with the far face insulated and the planes evenly spaced as in these two placements, the answer to (c) is therefore about 50 mm if an error of about 4 % is acceptable, and about 100 mm for 1 %. Unevenly spaced planes can need wider zones. With planes on the faces and outer gaps of 0.2 mm, the error at 52 mm is about −6.5 % and 1 % needs about 130 mm. With all four planes 0.1 mm apart at mid-depth, the figures are about +11 % and 180 mm. For a single component these widths are only a guide, because the error also depends on the shape of the heated region and on where the heat leaves the board. At 10 mm the block fails, and the depth of the planes matters. There \(mt\approx5.2\), so the block's temperature decays over \(1/m\approx0.31\) mm. This is about one laminate gap, and a profile that changes so quickly cannot be described by averaging over several layers.

The signs of the errors at 10 mm can be understood from the layers. With buried planes, the first gap is \(1.460/5=0.292\) mm thick. Nearly all the heat must cross it, at a cost of about \(0.292\times10^{-3}/0.3\) m² K/W, or 0.97 K per kW/m². This already exceeds the block's total. With exposed planes, heat enters copper at once. One isolated copper plane would give \(q/(k_ct_cp^2)\), about 0.72 K per kW/m², already below the block's value; the other layers help and lower it further.

## Slots and vias

### Two limits from one principle

With a slot or a via, the temperature no longer has a simple form, but the conductance \(G=Q/\Delta T\) can be bracketed. Set \(\Delta T=1\) in the chosen units. Among all continuous temperature fields with the prescribed end temperatures, the true field \(T\) minimizes
\[
I[T]=\int k|\nabla T|^2\,dV,
\]
and the minimum equals \(G\). To see this, add a change \(D\) that vanishes at the isothermal ends. The cross term \(2\int k\nabla T\cdot\nabla D\,dV\) vanishes on integration by parts, because \(\nabla\cdot(k\nabla T)=0\) and the other sides are insulated. What remains is \(I[T]+\int k|\nabla D|^2\,dV\), which is no smaller than \(I[T]\). Integrating \(I[T]\) itself by parts gives \(Q\Delta T=G\).

A thin insulating wall allows the temperature to jump, which enlarges the set of allowed fields and cannot raise the minimum. A thin perfectly conducting sheet forces the temperature to be uniform over it, which restricts the set and cannot lower the minimum. Walls along the flow therefore give a lower limit on conductance, and sheets across the flow give an upper limit.

### Slotted planes

Let an aligned, laminate-filled slot of width \(g=0.5\) mm cut all four planes once per period \(s=20\) mm. Insulating walls between copper and laminate layers force heat in each copper strip to cross its own slot:
\[
k_{\rm low}=\frac{fs}{(s-g)/k_c+g/k_l}+(1-f)k_l=1.29\ \text{W/(m K)}.
\]
Isothermal sheets at the slot edges put the slot in series with the intact board:
\[
k_{\rm high}=\frac{s}{(s-g)/k_{\rm in}+g/k_l}=9.01\ \text{W/(m K)}.
\]
The two-dimensional numerical solution for buried planes gives 7.4 W/(m K). Doubling the number of grid cells in each direction changed it by less than 3 %. Slots occupying 2.5 % of the length thus remove about 79 % of the in-plane conductivity. The value depends on the depths of the planes; exposed planes give about 7.1 W/(m K). The word "unbroken" in the problem is essential.

### Plated holes

Consider a 0.30 mm drilled hole with a copper wall 25 µm thick and air inside, repeated on a square grid. Let \(\phi\) and \(\beta\) be the area fractions of wall and air. Insulating walls around the copper barrel give
\[
k_{\rm low}=\phi k_c+\beta k_a+(1-\phi-\beta)k_{\rm thr},
\]
where \(k_a=0.026\) W/(m K) is a rough value for air. For the upper limit, isothermal sheets separate the laminate levels from the copper levels. Their area-averaged conductivities are
\[
k_1=\phi k_c+\beta k_a+(1-\phi-\beta)k_l,\qquad
k_2=(1-\beta)k_c+\beta k_a,
\]
and adding the levels in series gives \(1/k_{\rm high}=(1-f)/k_1+f/k_2\).

The numerical solution replaces each square cell by a circular one of equal area, with buried planes, isothermal faces and barrels joined to every plane. All conductivities are in W/(m K):

| Pitch | \(\phi\) | Limits | Numerical |
|---|---:|---:|---:|
| 1 mm | 2.16 % | 8.95 to 9.75 | 9.1 |
| 10 mm | 0.0216 % | 0.415 to 0.423 | 0.42 |

The dense array raises \(k_{\rm thr}\) by a factor of 28; the sparse one raises it by 27 %. These gains require heat to be delivered to the barrels. On a bare laminate face, most of the heat must first cross laminate to reach a barrel or a plane that leads to one, a resistance that isothermal faces leave out. The gain from a dense array can then be far smaller than the table suggests: with uniform flux on both faces outside the bores, the 1 mm array gives a factor of about 3 for buried planes, against about 26 when planes lie on the faces.

## Comparison of estimate and solution

| Quantity | Estimate | Solution |
|---|---:|---:|
| \(k_{\rm in}\), W/(m K) | 35 | 35.3 |
| \(k_{\rm thr}\), W/(m K) | 0.30 | 0.329 |
| Change of regime, mm | 17 | 52 |
| \(k_{\rm in}\) with slots, W/(m K) | 9 | 7.4 |
| \(k_{\rm thr}\), vias at 1 mm, W/(m K) | 8.6 | 9.1 |

The in-plane estimate is low by 0.8 % of the solution, the laminate's share of the heat. The through-plane estimate is low by about 9 %, because it ignored the laminate displaced by copper. The estimated width lacks the factor \(\pi\) in \(p=\pi/w\), which scaling cannot supply. The slot estimate is the upper limit in rounded form: it ignores the crowding of heat towards the cut copper edges. The via estimate omits the surrounding board and the help the barrel receives from the planes.

A thickness of 1.6 mm with four copper layers is a common board format, and the material values used here are rough typical ones. Four full planes are an idealization, since outer layers are usually patterned into traces and pads. If the two outer layers contributed nothing sideways, the copper term would halve and \(k_{\rm in}\) would be about 18 W/(m K). Foil finished at 30 µm instead of 35 µm, with the board thickness fixed, lowers \(k_{\rm in}\) by 14 %. An in-plane laminate conductivity of 0.8 W/(m K), a rough allowance for glass cloth, raises it by 1.3 %, and copper 60 K warmer lowers it by about 1 %. The laminate value matters this little only for unbroken planes: in the slotted board, where the heat must cross laminate, 0.8 W/(m K) in-plane raises \(k_{\rm in}\) from 7.4 to about 14 W/(m K). Eight interfaces of \(10^{-7}\) m² K/W each, an assumed value, add 0.016 % to the through-plane resistance. For the stated board, then, \(k_{\rm in}\approx35\) and \(k_{\rm thr}\approx0.33\) W/(m K); for a real one, the copper pattern and the vias matter far more than further digits. The numerical slot and via values are reliable to the two digits shown; on a finer mesh the 1 mm via value shifts by about 0.04 W/(m K).

## Computed results

```
board 1.6 mm, 4 planes of 35 um
k copper 400, k laminate 0.3 W/(m K)
total copper 0.140 mm, laminate 1.460 mm
copper fraction 0.0875
in-plane: copper term 35.000, laminate term 0.274 W/(m K)
k in-plane (formula) 35.27 W/(m K)
k through-plane (formula) 0.3287 W/(m K)
k_lam/(1-f) 0.3288 W/(m K)
ratio in-plane/through-plane 107.3
heat share of copper, in-plane 99.22 %
temperature-drop share of copper, through-plane 0.0072 %
solver, buried planes: in-plane 35.27, through-plane 0.3287 W/(m K)
solver, exposed planes: in-plane 35.27, through-plane 0.3287 W/(m K)
1 W along strip 100 mm long, 50 mm wide: 35.4 K
1 W through a 10 mm x 10 mm square: 48.7 K
zone width where m*t = 1: 52 mm
surface amplitude in K per kW/m2 (deviation from effective board)
  width 1000 mm: effective 1796.887, buried 1797.089 (+0.01 %), exposed 1796.686 (-0.01 %)
  width 100 mm: effective 19.546, buried 19.759 (+1.09 %), exposed 19.327 (-1.12 %)
  width 10 mm: effective 0.935, buried 1.447 (+54.83 %), exposed 0.540 (-42.18 %)
slots 0.5 mm every 20 mm: in-plane 7.4 W/(m K)
  limits 1.29 and 9.01 W/(m K)
via: drilled 0.30 mm, copper wall 25 um
  pitch 1 mm: wall area 2.1598 %, through-plane 9.085 W/(m K)
    limits 8.946 and 9.753 W/(m K), 27.64 times the via-free value
  pitch 10 mm: wall area 0.0216 %, through-plane 0.416 W/(m K)
    limits 0.415 and 0.423 W/(m K), 1.27 times the via-free value
laminate in-plane 0.8 W/(m K): k in-plane 35.73 W/(m K) (+1.3 %)
finished foil 30 um: k in-plane 30.28 (-14.2 %), through 0.3243 W/(m K)
copper 60 K warmer, slope -0.07 W/(m K) per K: k in-plane 34.91 W/(m K) (-1.0 %)
8 interfaces of 1e-07 m2 K/W add 0.016 % to the through-plane resistance
```
